\section*{Reflectance Fringes of a Growing Anodic Oxide on a Metal}

\section{Problem}

A metal is anodised, and a transparent oxide of refractive index $n=2.4$ grows on it by $a=2$ nm for each volt applied. The reflectance $R$ at normal incidence is measured at the fixed vacuum wavelength $\lambda=600$ nm for oxides grown to different voltages $V$.

\begin{enumerate}
\item[(a)] Find $R$ as a function of the oxide thickness $d$. Describe the metal by the amplitude $\rho e^{i\phi}$ with which it reflects a wave arriving from inside the oxide.
\item[(b)] By what voltage interval are neighbouring minima of $R$ separated, and how does this interval depend on $\phi$?
\item[(c)] Where do the minima lie, and how deep are they, in air and for a metal of complex index $N=2.5+3.5i$?
\end{enumerate}

The surfaces are flat and all media are non-magnetic. The ambient is transparent and has index $n_0\neq n$. The thickness is $d=d_0+aV$, where $d_0$ is any oxide present at the start. Both $\rho$ and $\phi$ are independent of $V$, with $0<\rho<1$. Fields vary as $e^{-i\omega t}$, so an absorbing medium has an index with positive imaginary part. In atomic units the vacuum wavenumber is $k=\omega/c=2\pi/\lambda$, with $c\approx137$. Since the answer depends on lengths through $d/\lambda$ alone, numbers can be inserted directly in nm.

\section{Hints}

\begin{enumerate}
\item In the oxide there is one wave going down and one going up. Write their ratio at the top surface in terms of their ratio at the metal. How often has the light crossed the oxide?
\item At normal incidence the electric field and its derivative are continuous at each surface. Two equations at the top surface suffice for the reflected amplitude.
\item The cosine of the phase appears in both the numerator and the denominator of $R$. Before locating minima, compute $1-R$, where it appears once.
\item Compare two neighbouring minima. Which terms of the phase cancel in the difference?
\end{enumerate}

\section{Solution}

\subsection{The reflectance}

Let $z$ point into the sample, with the top of the oxide at $z=0$ and the metal surface at $z=d$. Anodising consumes metal, so these surfaces move in the laboratory, but a displacement of the whole sample changes only the phase of the reflected wave and leaves $R$ alone. For unit incident amplitude the field is
\begin{align}
E(z)&=e^{ikn_0z}+r_{\rm tot}\,e^{-ikn_0z}, & z&<0,\\
E(z)&=A\,e^{iknz}+B\,e^{-iknz}, & 0<z&<d.
\end{align}
By definition of the metal's amplitude, the upward wave at $z=d$ is $\rho e^{i\phi}$ times the downward wave there:
\begin{equation}
B\,e^{-iknd}=\rho e^{i\phi}A\,e^{iknd}.
\end{equation}
Multiplying by $e^{iknd}$ gives
\begin{equation}
\frac{B}{A}=\rho e^{i\theta}\equiv q,\qquad \theta=2knd+\phi .
\label{theta}
\end{equation}
The factor 2 is the round trip: the light crosses the oxide once in each direction.

At $z=0$ the field $E$ is continuous, and so is $dE/dz$, because it is proportional to the tangential magnetic field in non-magnetic media. After division of the second condition by $ik$,
\begin{align}
1+r_{\rm tot}&=A(1+q),\\
n_0(1-r_{\rm tot})&=nA(1-q).
\end{align}
Eliminating $A$ gives
\begin{equation}
n_0(1-r_{\rm tot})(1+q)=n(1+r_{\rm tot})(1-q).
\end{equation}
Collecting the terms with $r_{\rm tot}$ on one side,
\begin{equation}
r_{\rm tot}=\frac{n_0(1+q)-n(1-q)}{n_0(1+q)+n(1-q)}
=\frac{(n_0-n)+(n_0+n)q}{(n_0+n)+(n_0-n)q}.
\end{equation}
Dividing numerator and denominator by $n_0+n$,
\begin{equation}
r_{\rm tot}=\frac{r+\rho e^{i\theta}}{1+r\rho e^{i\theta}},\qquad
r=\frac{n_0-n}{n_0+n}.
\end{equation}
Here $r$ is the amplitude reflected by the top surface alone, as setting $\rho=0$ shows. It is real, with $|r|<1$. Taking squared moduli,
\begin{equation}
R=\frac{r^2+\rho^2+2r\rho\cos\theta}{D},\qquad
D=1+r^2\rho^2+2r\rho\cos\theta .
\label{R}
\end{equation}
This answers (a).

\subsection{One minimum per turn of the phase}

The numerator of $R$ is smallest when the wave reflected at the top and the wave returned by the metal are in antiphase. The denominator, which accounts for repeated reflections inside the oxide, is smallest at the same phase, so it is not yet clear which of the two wins. Subtracting $R$ from one settles this, because the cosines cancel in the numerator:
\begin{equation}
1-R=\frac{1+r^2\rho^2-r^2-\rho^2}{D}=\frac{(1-r^2)(1-\rho^2)}{D}.
\label{absorbed}
\end{equation}
With a transparent oxide on a thick metal, $1-R$ is the fraction of the light absorbed in the metal. Differentiating with respect to $\cos\theta$,
\begin{equation}
\frac{dR}{d(\cos\theta)}=\frac{2r\rho\,(1-r^2)(1-\rho^2)}{D^2}.
\label{slope}
\end{equation}
The denominator cannot vanish, since $D\ge(1-|r|\rho)^2>0$. The slope therefore has the sign of $r$ for every $\theta$, and $R$ is a monotonic function of $\cos\theta$. As $\theta$ advances by $2\pi$, the cosine passes through one maximum and one minimum, and so does $R$.

If $n_0<n$, then $r<0$ and $R$ is smallest at $\cos\theta=1$. If $n_0>n$, then $r>0$ and $R$ is smallest at $\cos\theta=-1$. Thus the minima lie at
\begin{equation}
\theta=2\pi m\quad(n_0<n),\qquad
\theta=2\pi m+\pi\quad(n_0>n),
\label{positions}
\end{equation}
with $m$ an integer.

Equation (\ref{slope}) also shows when there is nothing to observe. The slope vanishes for all $\theta$ in three cases:
\begin{itemize}
\item $r=0$: the top surface does not reflect, and $R=\rho^2$.
\item $\rho=0$: nothing returns from below, and $R=r^2$.
\item $\rho=1$: the substrate is a lossless mirror. All light returns whatever the thickness, and $R=1$.
\end{itemize}
The fringes thus need a top surface that reflects and a substrate that returns part of the light, but not all of it. In a thick metal the part not returned is absorbed; a transparent substrate would transmit it and give fringes too.

\subsection{The voltage interval}

Inserting $d=d_0+aV$ in (\ref{theta}),
\begin{equation}
\theta(V)=2kn(d_0+aV)+\phi .
\end{equation}
Between neighbouring minima $\theta$ grows by $2\pi$. The terms $2knd_0$ and $\phi$ are the same at both and cancel in the difference, leaving $2kna\,\Delta V=2\pi$. With $k=2\pi/\lambda$,
\begin{equation}
\Delta V=\frac{\pi}{kna}=\frac{\lambda}{2na}.
\label{DV}
\end{equation}
For the given values the oxide thickens between minima by
\begin{equation}
\Delta d=\frac{\lambda}{2n}=\frac{600\ \text{nm}}{2\times2.4}=125\ \text{nm}\quad(1250\ \text{\AA}),
\end{equation}
and the voltage interval is
\begin{equation}
\Delta V=\frac{125\ \text{nm}}{2\ \text{nm/V}}=62.5\ \text{V}.
\end{equation}
It does not depend on $\phi$, nor on $\rho$, $d_0$ or $n_0$, within the stated conditions. This answers (b).

The argument did not require the substrate to be a bare metal. A thin transition layer between metal and oxide changes $\rho$ and $\phi$, but if the layer stays the same during growth, the interval is unaffected.

\subsection{Positions and depths}

The phase does decide where the sequence starts. For $n_0<n$, setting $\theta(V_m)=2\pi m$ and dividing by $2kna=2\pi/\Delta V$ gives
\begin{equation}
V_m=\Delta V\left(m-\frac{\phi}{2\pi}\right)-\frac{d_0}{a},
\label{Vm}
\end{equation}
where $m$ takes the values that make $V_m\ge0$.

For a bare metal of index $N$, continuity of $E$ and $dE/dz$ at its surface, with unit amplitude arriving and amplitude $t$ transmitted, reads $1+\rho e^{i\phi}=t$ and $n(1-\rho e^{i\phi})=Nt$. Eliminating $t$,
\begin{equation}
\rho e^{i\phi}=\frac{n-N}{n+N}=\frac{-0.1-3.5i}{4.9+3.5i}=-0.351-0.463i .
\end{equation}
Both parts are negative, so the phase lies in the third quadrant: $\rho=0.5815$ and $\phi=-127.2^\circ$. With $d_0=0$, the first minimum has $m=0$:
\begin{equation}
V_0=62.5\ \text{V}\times\frac{127.2}{360}=22.1\ \text{V},\qquad V_1=84.6\ \text{V}.
\end{equation}
The oxide is then 44.2 and 169.2 nm thick. In the assumed law $d=d_0+aV$, an offset $d_0=4$ nm would lower both voltages by $d_0/a=2$ V and leave their difference unchanged. This rests on the additive law. In real high-field growth the field sets the thickness, and a thin native oxide is absorbed into it rather than added, so $d_0$ is better read as a fitted offset.

Other phases, with $\rho$ held fixed, give other starting points and the same interval. The table is a formal illustration. For a bare absorbing substrate the imaginary part of $(n-N)/(n+N)$ is $-2n\,\mathrm{Im}N/|n+N|^2<0$, so $-180^\circ<\phi<0$. The positive phases would need further layers under the oxide, and $-45^\circ$ would need $N\approx0.74+0.91i$, far from the metal above:
\begin{center}
\begin{tabular}{rcc}
$\phi$ & first minimum (V) & second minimum (V)\\
$-135^\circ$ & 23.4 & 85.9\\
$-45^\circ$ & 7.8 & 70.3\\
$45^\circ$ & 54.7 & 117.2\\
$135^\circ$ & 39.1 & 101.6
\end{tabular}
\end{center}

At a minimum $r\cos\theta=-|r|$, and at a maximum $r\cos\theta=+|r|$. Both the numerator and the denominator of (\ref{R}) then become squares:
\begin{equation}
R_{\min}=\left(\frac{|r|-\rho}{1-|r|\rho}\right)^2,\qquad
R_{\max}=\left(\frac{|r|+\rho}{1+|r|\rho}\right)^2 .
\label{extremes}
\end{equation}
In air $r=(1-2.4)/(1+2.4)=-0.4118$, so that
\begin{equation}
R_{\min}=\left(\frac{0.4118-0.5815}{1-0.4118\times0.5815}\right)^2=0.050,
\end{equation}
and likewise $R_{\max}=0.64$. The minimum is deep because the two reflections have similar strength; it would reach zero for $\rho=|r|$.

If the sample is measured in an electrolyte of index 1.33, $r$ is weaker but still negative. The minima stay at the same voltages, while the reflectance now runs between 0.125 and 0.55. In an ambient of index 3.0 the sign of $r$ is reversed. By (\ref{positions}) the minima move by half an interval, and the first lies at $22.1+31.25=53.3$ V.

\subsection{Comparison with anodised titanium}

The values of $n$, $a$ and $N$ are rough ones for titanium and its anodic oxide. The depth of the minima is sensitive to $N$: in air, $N=2.5+3.0i$ or $2.5+4.0i$ gives $R_{\min}=0.020$ or 0.089 instead of 0.050, while the minima move by less than 1 V; changing both parts, as in $N=2.1+2.9i$, moves them by 1.8 V. The calculated depth is therefore only a rough guide to a real sample. For $d_0=0$ the mean field in the oxide is $1\ \text{V}/2\ \text{nm}=5$ MV/cm. If sparking limits the process at roughly 100 V, a figure that depends on the electrolyte, the model places two minima within reach, just enough to measure one interval. This depends on the growth ratio: at 1.5 nm/V the second minimum would lie at 113 V, beyond that limit. The growth ratio of a real film depends on how it is grown, and the interval inherits its error. With all else fixed, $a=1.9$ or $2.1$ nm/V gives 65.8 or 59.5 V. An index of 2.3 or 2.5 gives 65.2 or 60.0 V.

Slightly oblique incidence and weak absorption in the oxide change the interval much less. At an angle of incidence $\alpha=10^\circ$ in air, the wavenumber normal to the film is $k\sqrt{n^2-\sin^2\alpha}$ instead of $kn$. The metal's phase is still constant at fixed angle and polarisation, so the interval grows by the factor $(1-\sin^2\alpha/n^2)^{-1/2}$, to 62.7 V. For weak absorption, the oxide index was replaced by $2.4+0.01i$, the wave equation integrated numerically through the film, and the minima located by a numerical search. For this metal the first interval changes by less than 0.01 V; on a highly reflecting substrate, $N=0.2+3.0i$, the same absorption changes it by about 0.1 V.

The depth of the minima is more sensitive to this absorption. The first two minima, both at 0.050 in the transparent oxide, fall to 0.045 and 0.037, so the second loses about a quarter of its value. Absorption along the path weakens the wave returned by the metal, which here is the stronger of the two, and so brings it closer in strength to the top reflection. This loss alone gives 0.046 and 0.038; it grows with thickness, which is why the second minimum is affected more. The remaining drop of about 0.001 at each minimum comes from the change of the two interface amplitudes with the complex oxide index.

\section{Variation 1: a drifting metal phase}

\textbf{Question.} Suppose that the interface changes during growth, so that $\phi=\phi_0+\phi'V$ with constant $\phi'$, while $\rho$ stays fixed. What is the interval if the phase advances by $10^\circ$ per 62.5 V?

\textbf{Solution.} The phase is now $\theta=2knd_0+\phi_0+(2kna+\phi')V$. It is still linear in $V$, so for $2kna+\phi'>0$ the minima remain equally spaced, with
\begin{equation}
\Delta V=\frac{2\pi}{2kna+\phi'} .
\end{equation}
In 62.5 V the oxide contributes $360^\circ$ and the interface $10^\circ$. Hence
\begin{equation}
\Delta V=62.5\ \text{V}\times\frac{360}{370}=60.8\ \text{V}.
\end{equation}
A constant phase of any size has no effect on the interval, whereas a small drift does. An equal drift of the opposite sign would lengthen the interval, to 64.3 V. From the spacing alone, a drifting phase cannot be told from a different growth ratio, because only the sum $2kna+\phi'$ enters.

\section{Variation 2: a sagging growth ratio}

\textbf{Question.} Let the thickness per volt fall gradually, by 5\% at 100 V:
\begin{equation}
d=aV(1-bV),\qquad b=\frac{0.05}{100\ \text{V}}=5\times10^{-4}\ \text{V}^{-1}.
\end{equation}
How far apart are the first two minima for the metal of part (c) in air? Is the interval still independent of $\phi$?

\textbf{Solution.} The optics is unchanged, so the minima occur at the same thicknesses as before, $d_m=aV_m$, with $V_m$ from (\ref{Vm}) at $d_0=0$. The new voltages $U_m$ satisfy $U_m(1-bU_m)=V_m$, or $bU_m^2-U_m+V_m=0$. The root that tends to $V_m$ as $b\to0$ is
\begin{equation}
U_m=\frac{1-\sqrt{1-4bV_m}}{2b}.
\end{equation}
For $V_0=22.08$ V and $V_1=84.58$ V this gives $U_0=22.3$ V and $U_1=88.5$ V. Their separation is 66.2 V, which is 6\% more than 62.5 V. The next interval would be 71.4 V, though it ends above the rough sparking limit.

To see what sets the increase, subtract the conditions for the two minima:
\begin{equation}
V_1-V_0=U_1-U_0-b(U_1^2-U_0^2)=(U_1-U_0)\left[1-b(U_0+U_1)\right].
\end{equation}
The left side is 62.5 V, so
\begin{equation}
U_1-U_0=\frac{62.5\ \text{V}}{1-b(U_0+U_1)} .
\end{equation}
The increase depends on where the two minima lie, and through their positions on the metal's phase. For $\phi=-45^\circ$ the unperturbed minima at 7.8 and 70.3 V move to 7.8 and 73.0 V, and the interval is 65.1 V, an increase of 4\%. Equal spacing in thickness survives the sag. Equal spacing in voltage is lost, and with it the independence of $\phi$.
